# Fitting Corrosion Polarisation Curves with the Ohmic Drop Inside the Model

A straight line fitted to a computed polarisation curve between 3 and 12 mA/cm² has a slope of 142 mV per decade. The metal in the calculation dissolves with a Tafel slope of 70 mV per decade. When the voltage lost in the solution is subtracted from each potential, the same points give 69 mV. Both the doubling and the missing millivolt can be derived, and they show what a sound fit must contain.

## The curve and its mixed potential

Let $u$ be the potential across the metal–solution interface and count anodic current density as positive. Two irreversible reactions run on the same surface, metal dissolution and hydrogen evolution:

$$i_a=i_{0a}\,10^{(u-E_a)/b_a},\qquad i_c=i_{0c}\,10^{-(u-E_c)/b_c}.$$

The net current is $i=i_a-i_c$. With no external current the two are equal. Taking logarithms of $i_a=i_c$ at $u=E_{corr}$ and collecting the terms in $E_{corr}$ gives

$$E_{corr}=\frac{\log_{10}(i_{0c}/i_{0a})+E_a/b_a+E_c/b_c}{1/b_a+1/b_c}.$$

The example uses $i_{0a}=1$ and $i_{0c}=2$ µA/cm², $E_a=-0.68$ V and $E_c=-0.26$ V on the saturated calomel scale, $b_a=70$ mV and $b_c=120$ mV. The numerator is $0.301-9.714-2.167=-11.580$ and the denominator is 22.619 V⁻¹, so $E_{corr}=-0.512$ V. The common partial current there is $i_{corr}=0.252$ mA/cm².

Define $\eta=u-E_{corr}$, $\alpha=\ln10/b_a$ and $\beta=\ln10/b_c$. Since both partial currents equal $i_{corr}$ at $\eta=0$,

$$i=f(\eta)=i_{corr}\left(e^{\alpha\eta}-e^{-\beta\eta}\right).$$

The instrument does not control $u$. Between the metal and the reference probe lies solution of conductivity $\kappa$ and thickness $L$. If the current is uniform, as between parallel faces that fill the cell's cross-section, the area resistance is $R=L/\kappa$ and the applied potential is

$$E=u+Ri.$$

Here $\kappa=0.2$ S/cm and $L=1$ cm, so $R=5\ \Omega\,$cm².

## What goes wrong with a Tafel line

On the anodic side, differentiate $E=u+Ri$ with respect to $\log_{10}i$. Since $d\log_{10}i=di/(i\ln10)$ and $du/di=1/f'$,

$$\frac{dE}{d\log_{10}i}=\ln10\left(\frac{i}{f'}+Ri\right).$$

The first term is the kinetic slope. It lies below $b_a$, because

$$\alpha f=i_{corr}(\alpha e^{\alpha\eta}-\alpha e^{-\beta\eta})<i_{corr}(\alpha e^{\alpha\eta}+\beta e^{-\beta\eta})=f'.$$

It approaches $b_a$ once hydrogen evolution is negligible, and it tends to zero at $E_{corr}$. The second term grows in proportion to the current. At 150 mV of applied anodic polarisation the current is 8.54 mA/cm², so the ohmic term is $2.303\times5\times8.54=98$ mV. With a kinetic term just under 70 mV, the local slope is 168 mV per decade.

There are therefore two opposite errors. Points too close to $E_{corr}$ lower the slope, and points at high current raise it. The ohmic term equals $b_a$ at $i=b_a/(R\ln10)$, about 6 mA/cm² here.

For a regression on a pure Tafel branch the sign is certain. Write $x=\log_{10}i$, so that $E=\text{const}+b_ax+Ri$. The least-squares slope is

$$b_{fit}=\frac{\mathrm{cov}(E,x)}{\mathrm{var}(x)}=b_a+R\,\frac{\mathrm{cov}(i,x)}{\mathrm{var}(x)}.$$

For $N$ points the covariance is $\frac{1}{2N^2}\sum_{j,k}(i_j-i_k)(x_j-x_k)$. No term is negative, because $x$ increases with $i$, so $b_{fit}>b_a$ whenever the currents are not all equal.

To find the size of the excess, spread the points uniformly in $v=\ln(i/i_1)$ from 0 to $r=\ln(i_2/i_1)$. Then $\mathrm{var}(v)=r^2/12$. Using $\int_0^r ve^v\,dv=re^r-e^r+1$,

$$\mathrm{cov}(i,v)=\frac{i_1}{r}\int_0^r\left(v-\frac r2\right)e^v\,dv=\frac1r\left[\frac r2(i_1+i_2)-(i_2-i_1)\right].$$

Since $x$ is $v/\ln10$ plus a constant, the ratio of covariance to variance gains one factor $\ln10$:

$$b_{fit}-b_a=R\ln10\,\frac{12}{r^3}\left[\frac r2(i_1+i_2)-(i_2-i_1)\right].$$

For 3 to 12 mA/cm², $r=1.386$, the bracket is $10.40-9=1.40$ mA/cm² and $12/r^3=4.50$. The excess is $2.303\times5\times6.29=72$ mV, which predicts 142.5 mV. The line through the full curve has 141.7 mV. The remaining 0.8 mV comes from the small opposing hydrogen current. Since $i_a=i+i_c$, the interfacial potential is $u=\text{const}+b_a[x+\log_{10}(1+i_c/i)]$. The ratio $i_c/i$ falls from 2.0 % at 3 mA/cm² to 0.2 % at 12 mA/cm², so the added term shrinks as $x$ grows and lowers the regression slope, here by 0.8 mV. This is also why the corrected line gives 69.2 mV and not 70.

This matters when inhibitors are compared. Suppose an inhibitor cuts $i_{corr}$ tenfold and leaves $E_{corr}$ and both Tafel slopes alone. Over the same range of $u$ the currents, and hence the ohmic excess, fall tenfold. The uncorrected slope then changes although the kinetics have kept theirs.

## Fitting both branches does not cure it

One might hope that the full two-exponential law, fitted around $E_{corr}$ where $Ri$ is small, would avoid the trouble. Let $V=E-E_{corr}$ and expand

$$f(V)=a_1V+a_2V^2+a_3V^3+\dots,\qquad a_2=\frac{a_1d}{2},\quad a_3=\frac{a_1q}{6},$$

with $s=\alpha+\beta$, $d=\alpha-\beta$, $q=\alpha^2-\alpha\beta+\beta^2$ and $a_1=i_{corr}s=1/R_p$. Here $R_p$ is the polarisation resistance, 76 Ω cm² in the example. To first order in $R$ the measured current is

$$i=f(V-Ri)\approx f-Rff'=f-\frac R2\frac{d(f^2)}{dV}.$$

Since $f^2=a_1^2V^2+2a_1a_2V^3+(a_2^2+2a_1a_3)V^4+\dots$, the coefficients change by

$$\delta a_1=-Ra_1^2,\quad\delta a_2=-3Ra_1a_2,\quad\delta a_3=-2R(a_2^2+2a_1a_3).$$

A fit without $R$ has four parameters. As the window shrinks it reproduces the four coefficients through third order. The constant term stays zero, so the fitted $E_{corr}$ does not move in this limit. Set $\varepsilon=Ra_1=R/R_p$. From $d=2a_2/a_1$,

$$\delta d=(-3\varepsilon+\varepsilon)d=-2\varepsilon d.$$

From $q=6a_3/a_1$,

$$\delta q=-12\varepsilon\left(\frac{d^2}{4}+\frac q3\right)+\varepsilon q=-3\varepsilon(q+d^2).$$

The identity $s^2=4q-3d^2$ then gives

$$2s\,\delta s=4\,\delta q-6d\,\delta d=-12\varepsilon q,\qquad\delta s=-\frac{6\varepsilon q}{s}.$$

Now $\alpha=(s+d)/2$ and $sd=\alpha^2-\beta^2$, so

$$\delta\alpha=-\varepsilon\,\frac{3q+sd}{s}=-\varepsilon\,\frac{4\alpha^2-3\alpha\beta+2\beta^2}{\alpha+\beta}.$$

Because $b_a=\ln10/\alpha$,

$$\frac{\delta b_a}{b_a}=\varepsilon\,\frac{4\alpha^2-3\alpha\beta+2\beta^2}{\alpha(\alpha+\beta)}.$$

Exchanging $\alpha$ and $\beta$ gives the cathodic result. The quadratic form has discriminant $9-32<0$ and is positive for every ratio of slopes. In this limit both Tafel slopes are inflated, whatever the asymmetry. The corrosion current follows from $i_{corr}=a_1/s$:

$$\frac{\delta i_{corr}}{i_{corr}}=\varepsilon\left(\frac{6q}{s^2}-1\right)\ge\frac\varepsilon2,$$

because $4q=s^2+3d^2\ge s^2$. It too is overestimated.

With $\varepsilon=0.0655$ the coefficients are 1.85 for $b_a$ and 1.74 for $b_c$, which predicts about 79 and 134 mV. A noise-free fit over ±50 mV, by least squares in the variable $y=\sinh^{-1}(i/i_s)$ introduced below, gives 81 and 137 mV. The difference comes from the width of the window: keeping all orders in $\varepsilon$ but letting the window vanish gives 78.7 and 134.0 mV.

For wide windows there is no such theorem here, only computation. The entries below are $b_a$ / $b_c$ in mV per decade from noise-free fits without $R$, made on 61 evenly spaced potentials by least squares in $y$. The numbers depend on that weighting: unweighted fits to $i$ itself give, for example, 176 / 371 in place of 120 / 184 and 811 / 215 in place of 103 / 161. Rows give the cathodic reach from $E_{corr}$ and columns the anodic reach.

| | 50 mV | 100 mV | 200 mV |
|---|---|---|---|
| 50 mV | 81 / 137 | 93 / 175 | 150 / ≥ 10 000 |
| 150 mV | 83 / 139 | 89 / 143 | 120 / 184 |
| 250 mV | 103 / 161 | 96 / 159 | 118 / 173 |

Outside the top right entry all sixteen slopes are too large, but the trend is not monotonic: in the last row, extending the anodic reach from 50 to 100 mV lowers $b_a$. The top right entry is a collapse: $b_c$ ran into the upper limit of 10 V per decade that the fit allows. At that limit the fitted hydrogen current changes by only about 6 % over the whole 250 mV window, so that parameter no longer describes hydrogen evolution. Both numbers of this entry are set by the limit. If $\beta$ is left free it turns negative, and the best fit has $b_a\approx185$ mV and $b_c\approx-460$ mV, a second term that grows in the anodic direction.

## Putting the drop into the model

The resistance must be a fifth parameter. A tempting shortcut is to insert the measured current into the drop and compare $i_k$ with $f(E_k-E_{corr}-Ri_k)$. An error $\delta$ in $i_k$ then enters twice, and the residual becomes $(1+Rf')\delta$ to first order. At the anodic end of the example $1/f'$ is 0.395 of $R$, so $Rf'=2.5$ and the noise is amplified 3.5 times. The proper weights would depend on the unknown parameters. It is cleaner to compute the current that the model predicts at each applied potential, which means solving

$$F(\eta)=\eta+Rf(\eta)-V=0.$$

Direct substitution, $\eta\leftarrow V-Rf(\eta)$, multiplies a small error by $-Rf'$ at each pass. Where $Rf'>1$, as at this anodic end, errors near the root grow and the iteration does not settle on it.

The structure of $F$ offers something better. Since $f'>0$, $F'=1+Rf'\ge1$ and there is at most one root. Also $F(0)=-V$ and $F(V)=Rf(V)$, which has the sign of $V$, so the root $\eta^*$ lies between 0 and $V$. The mean value theorem with $F'\ge1$ gives an error bound that needs no knowledge of the root:

$$|\eta-\eta^*|\le|F(\eta)|.$$

Newton's step is $-F/F'$. Far out on the anodic exponential, where $Rf$ dominates $F$, it is close to $-1/\alpha$, a steady retreat of 30 mV. Far out on the cathodic side it is close to $+1/\beta$, or 52 mV, again towards the root. Nearer the root it converges quadratically. A safeguard makes convergence certain:

1. Start at $\eta=V$ with the bracket from 0 to $V$.
2. Evaluate $F$ and replace the bracket end on the same side of the root by the current point.
3. Take the Newton step if it falls inside the bracket and $|F|$ is at most half its previous value. Otherwise move to the midpoint.
4. Stop when $|F|$ or the bracket width is negligible.

If midpoints are taken only finitely often, $|F|$ halves at every later step, and the error bound forces convergence. If they are taken infinitely often, the bracket shrinks to zero around the root. In the example the slowest of 91 points needs seven updates.

On a single anodic branch the root has a closed form. From $i=i_{corr}e^{\alpha(V-Ri)}$, multiply by $\alpha R\,e^{\alpha Ri}$:

$$\alpha Ri\,e^{\alpha Ri}=\alpha Ri_{corr}e^{\alpha V},\qquad i=\frac{1}{\alpha R}W\!\left(\alpha Ri_{corr}e^{\alpha V}\right),$$

where $W$ is the Lambert function, defined by $We^W=z$. For small argument $W(z)\approx z$ and the Tafel law returns. For large argument $W$ grows like $\ln z$, and on linear axes the curve straightens towards the slope $1/R$. The current itself approaches $V/R$ only slowly: in the example it is about half of that value at $V=0.3$ V. This straightening distinguishes resistance from a larger Tafel slope.

## The least-squares problem

The fit needs derivatives of the implicit current. Let $\theta$ stand for $i_{corr}$, $b_a$ or $b_c$. With $\eta=E-E_{corr}-Ri$ at fixed $E$,

$$di=\frac{\partial f}{\partial\theta}d\theta+f'\left(-dE_{corr}-R\,di-i\,dR\right).$$

Collecting $di$ on the left,

$$di=\frac{(\partial f/\partial\theta)\,d\theta-f'\,dE_{corr}-f'i\,dR}{1+Rf'}.$$

No extra root solving is required. The denominator also states the physics: at a given interfacial potential, the solution resistance divides the response to every kinetic parameter by $1+Rf'$.

The current spans two signs and several decades. Take its noise as $\sigma=\rho\sqrt{i^2+i_s^2}$, with $\rho=2\,\%$ and $i_s=0.1$ mA/cm². For $y=\sinh^{-1}(i/i_s)$, $dy/di=1/\sqrt{i^2+i_s^2}$, so the noise in $y$ is $\rho$ everywhere to first order. Unweighted least squares in $y$ is then appropriate, including at the zero of current, where a logarithm fails.

The synthetic data are 91 potentials from −0.76 to −0.31 V. Their currents come from the two half-reactions by Brent's root-finding method, with Gaussian noise added. The end currents are −10.6 and 15.4 mA/cm², with drops of −53 and 77 mV. Levenberg–Marquardt fits start from 0.1 mA/cm², 100 mV for both slopes and, where used, $R=1\ \Omega\,$cm². The results are means over 100 noisy curves, with the standard deviation between curves after ±.

| | true | with $R$ | without $R$ |
|---|---|---|---|
| $b_a$ (mV) | 70 | 70.0 ± 0.8 | 118.5 ± 0.3 |
| $b_c$ (mV) | 120 | 120.0 ± 1.0 | 173.1 ± 0.6 |
| $i_{corr}$ (mA/cm²) | 0.252 | 0.252 ± 0.003 | 0.428 ± 0.003 |
| $R$ (Ω cm²) | 5 | 5.0 ± 0.1 | – |

Omitting the drop inflates $b_a$ by 69 %, $b_c$ by 44 % and the corrosion current by 70 % of their true values. The slopes scatter less in the wrong fit than in the right one, so reproducibility is no evidence of correctness. Over this wide range the misfit does expose the missing resistance. The sum of squared residuals, divided by $\rho^2$ and by the number of points less parameters, averages 0.98 with $R$ and 41.5 without it.

The scheme fails when the data do not contain $R$. The small-window expansion shows why: to first order, the other four parameters absorb its effect through third order in $V$. With the same noise and number of points, the linearised standard error of $R$ is 2 % of its value over the full range but 71 % over ±50 mV. The misfit gives no useful warning there either: omitting $R$ raises the scaled sum of squares by only about 0.02. In such a window $R$ must be measured separately and held fixed.

## Beside a real electrode

The parameters are rough values in the regime of mild steel in about 0.5 mol/L acid. A 1 cm gap is generous; a closer probe reduces $R$ in proportion, as long as its tip does not shield the surface and disturb the current. Refitting noise-free curves that contain one neglected effect at a time shows how far each moves the answer. A proton diffusion layer of 0.2 mm, with diffusivity $9\times10^{-5}$ cm²/s, limits the cathodic current to about 220 mA/cm² and raises the fitted $b_c$ to 121 mV. Gas bubbles filling 5 % of the solution during cathodic polarisation, with conductivity scaled by the liquid fraction to the power 1.5, raise it to 122 mV. In both cases $b_a$ moves by less than 0.2 mV, $R$ by less than 1 % and $i_{corr}$ by about 1 %. Charging a 50 µF/cm² double layer at 1 mV/s takes 0.02 % of $i_{corr}$.

Two assumptions are more fragile. The surface is taken as steady and free of films, which corroding steel need not respect; no correction for that is computed here. The current is also taken as uniform. On a disc set in an insulating wall of a large cell, the ohmic resistance that decides how the current spreads is of order $r_d/\kappa$, where $r_d$ is the disc radius. At the anodic end the kinetic resistance $1/f'$ is $0.395R\approx2\ \Omega\,$cm², which equals $r_d/\kappa$ at a radius of about 4 mm. On a much larger disc the solution would largely govern where the current flows. It would favour the rim, and a single $R$ would no longer describe the electrode. The fit therefore suits a planar cell, or currents low enough that the kinetic resistance dominates. In the second case the data determine $R$ less well. For the example, with the same noise and number of points, its linearised standard error is 18 % over the widest window that keeps $Rf'$ below 0.33 (−153 to +72 mV about $E_{corr}$) and 48 % over the widest that keeps it below 0.2 (−120 to +52 mV). Symmetric windows under the same limits give 23 % and 64 %. A separate measurement of $R$ is then the safer course.
